\section*{Why total energies from different ultrasoft pseudopotentials cannot be compared, part 2}

An argument under review compares total energies of one atom computed with different ultrasoft pseudopotentials. It claims that (i) all approximate the same number, (ii) the energy is variational, so lower is better, and (iii) energies from good potentials may be combined in one difference. Claim (i) fails; (ii) and (iii) are examined here.

Rydberg atomic units are used (Ry, bohr); the atom is spherical, spin-unpolarised and nonrelativistic. Channel $l$ has radial orbital $\phi_l$ (all-electron $\psi_l$), occupation $f_l$, projector $\beta_l$, augmentation function $Q_l$, $q_l=\int Q_l\,dr$ and overlap $S_l=1+q_l|\beta_l\rangle\langle\beta_l|$, with $\langle\phi_l|S_l|\phi_l\rangle=1$. With $T_l=-d^2/dr^2+l(l+1)/r^2$, $\rho=\sum_lf_l[\phi_l^2+Q_l\langle\beta_l|\phi_l\rangle^2]$, and Hartree and exchange-correlation energies $E_H$, $E_{xc}$ with potentials $V_H$, $v_{xc}$,
\begin{equation}
E=\sum_l f_l\left[\langle\phi_l|T_l|\phi_l\rangle+D^0_l\langle\beta_l|\phi_l\rangle^2\right]+\int V_{\rm ion}\,\rho\,dr+E_H[\rho]+E_{xc}[\rho],\label{eq:E}
\end{equation}
\begin{equation}
\delta E=2f_l\langle\delta\phi_l|H_l|\phi_l\rangle,\qquad H_l=T_l+V_{\rm eff}+D_l|\beta_l\rangle\langle\beta_l|,\qquad D_l=D^0_l+\int Q_lV_{\rm eff}\,dr .\label{eq:var}
\end{equation}
\begin{equation}
H_l\phi_l=\varepsilon_lS_l\phi_l .\label{eq:eig}
\end{equation}
Here $V_{\rm eff}=V_{\rm ion}+V_H+v_{xc}$. Inside $r_c$ the screened local potential is $V_{\rm loc}=V_0+ar^2+br^4$; $B_l=\langle\phi_l|\varepsilon_l-T_l-V_{\rm loc}|\phi_l\rangle$ and $D_l=B_l+\varepsilon_lq_l$. Descreening removes the valence field, leaving $D^0_l$ and $V_{\rm ion}$, with tail $-2Z_v/r$ ($Z_v$ the valence charge). A ghost is a spurious lower solution. At the reference configuration, with density $\rho_{\rm ref}$,
\begin{equation}
E_{\rm ref}=\sum_lf_l\varepsilon_l-E_H[\rho_{\rm ref}]+E_{xc}[\rho_{\rm ref}]-\int v_{xc}[\rho_{\rm ref}]\,\rho_{\rm ref}\,dr .\label{eq:Eref}
\end{equation}
The offset $C=E_{\rm ref}-E_{AE}$ (AE: all-electron; PS: pseudopotential) belongs to the potential. Raw augmentation, $Q_l=\psi_l^2-\phi_l^2$, gives $\rho_{\rm ref}=\sum_lf_l\psi_l^2$, hence one $E_{\rm ref}$ for all such potentials. Adding $c$ to $V_{\rm ion}$ adds $c\sum f$ to $E$.

Both atoms obey Janak's theorem,
\begin{equation}
\frac{\partial E}{\partial f_l}=\varepsilon_l ,\label{eq:janak}
\end{equation}
and, with $\eta=\partial\varepsilon_p/\partial f_p$ and $\varepsilon_p''=\partial^2\varepsilon_p/\partial f_p^2$,
\begin{equation}
E(f_p+\Delta)-E(f_p)=\int_{f_p}^{f_p+\Delta}\varepsilon_p\,df=\varepsilon_p\Delta+\frac12\eta\Delta^2+\frac16\varepsilon_p''\Delta^3+\dots\label{eq:taylor}
\end{equation}
The error of this difference is $\frac12(\eta_{PS}-\eta_{AE})\Delta^2+O(\Delta^3)$. In a crude rigid-orbital model, $N$ electrons share one orbital with repulsion $J$; a change $\delta J$ from reshaping $Q$ moves $E_{\rm ref}$ by $-\frac12N^2\delta J$ and $\eta$ by $+\delta J$.

\section{Against claim (ii): the reach of the variational principle}

The principle compares trial orbitals in one functional. Let $\phi$ and $\phi'$ be two $S$-normalised eigenfunctions of (\ref{eq:eig}) in one channel, $\phi$ occupied. Since $H$ and $S$ are symmetric, $(\varepsilon'-\varepsilon)\langle\phi'|S|\phi\rangle=0$, so they are $S$-orthogonal and $\phi_\theta=\phi\cos\theta+\phi'\sin\theta$ satisfies the constraint. At $\theta=0$, (\ref{eq:var}) gives $dE/d\theta=2f\langle\phi'|H|\phi\rangle=2f\varepsilon\langle\phi'|S|\phi\rangle=0$, and at a minimum the energy rises as $\theta^2$. Enlarging the orbital basis, with the potential unchanged and the old basis contained in the new, minimises the same functional over a larger set of trial orbitals, so it cannot raise the minimum, and lower means better converged in that setting.

Two potentials have different $V_{\rm ion}$, $D^0$, $Q$ and possibly different $S$. They are two functionals, $E_1$ and $E_2$, with $E_1[\phi]\ge\min E_1$ and $E_2[\phi]\ge\min E_2$. Neither inequality links $\min E_1$ to $\min E_2$, and there is no common exact value that both approach from above. The review argument treats the potential as a trial function, when it is part of the definition of the quantity being minimised.

\section{Against claim (iii): which differences survive}

For a molecule or solid with $N_X$ atoms of element $X$, write
\begin{equation}
E_{PS}=E_{AE}+\sum_XN_XC_X+\delta .\label{eq:mol}
\end{equation}
This defines $\delta$. For the free atom $\delta=0$ at the reference point, and near it $\delta$ is second order in the changes of occupation, because by (\ref{eq:janak}) the matched eigenvalues make the first derivatives agree in both channels. That $\delta$ stays small in other surroundings is the aim of the construction and has to be tested; it can fail when core regions overlap, when the true core responds appreciably, when energies far from the reference eigenvalues are sampled, or when a ghost state is occupied. In a difference between a final and an initial state the constants contribute $\sum_X(N_X^{\rm final}-N_X^{\rm initial})C_X$, which vanishes when the atoms of each element are conserved and one potential per element is used on both sides, as in H$_2$CO $\to$ H$_2$ + CO. If potential $i$ is used for the final state and $j$ for the initial state, $N_X(C_i-C_j)$ remains. Ionisation of a finite system qualifies, because the removed electron rests at the vacuum zero that all potentials share. A charged periodic cell has no vacuum; there the average potential is set by convention, a shift $c$ changes the energy by $c\sum f$, and differences between charge states need a separate alignment.

\section{The oxygen atom}

Oxygen has $Z=8$, $Z_v=6$ and reference $2s^22p^4$. The radial equations were solved numerically in a B-spline basis with Gauss--Legendre quadrature in a box of $22$ bohr, with Slater exchange and VWN correlation. The all-electron results are $E_{AE}=-148.946154$ Ry, $\varepsilon_s=-1.742724$ Ry, $\varepsilon_p=-0.676762$ Ry, so $\sum f\varepsilon=2(-1.742724)+4(-0.676762)=-6.19250$ Ry.

Four potentials were built from chosen inputs. P1 has $r_c=1.3$ bohr, $V_0=-2.0$ Ry and raw $Q$. P2 has $r_c=1.6$ bohr, $V_0=-1.5$ Ry and raw $Q$. P3 and P4 equal P2 except for
\begin{equation}
Q_l=q_l\,\frac{315}{16\,r_Q}\,x^2(1-x^2)^3,\qquad x=r/r_Q<1,
\end{equation}
with $r_Q=1.6$ bohr (P3, diffuse) and $0.7$ bohr (P4, compact). The prefactor follows from $\int_0^1(x^2-3x^4+3x^6-x^8)\,dx=\frac13-\frac35+\frac37-\frac19=\frac{16}{315}$. For P2, P3 and P4, $q_p=0.38629$ and $B_p=-1.05856$ Ry, so $D_p=-1.05856+(-0.676762)(0.38629)=-1.31999$ Ry; likewise $q_s=0.14874$, $B_s=-1.34236$ Ry and $D_s=-1.60157$ Ry. P1 has $q_p=0.24838$ and a slightly negative $q_s=-0.01556$: its smooth nodeless $s$ function holds a little more charge inside $r_c$ than the true $2s$, which is allowed as long as $S$ stays positive; its lowest eigenvalue is $1+q_s\langle\beta_s|\beta_s\rangle$, about $0.97$ here. The descreened quantities, in Ry, with $V_{\rm ion}$ at $0.5005$ bohr, are

\begin{center}
\begin{tabular}{lrrr}
 & $D^0_s$ & $D^0_p$ & $V_{\rm ion}$\\
P1 & $-1.18081$ & $-0.90279$ & $-12.555$\\
P2 & $-1.35021$ & $-0.68130$ & $-11.826$\\
P3 & $-1.35338$ & $-0.67541$ & $-11.618$\\
P4 & $-1.37053$ & $-0.71994$ & $-13.613$
\end{tabular}
\end{center}

Each pseudo-atom was then solved self-consistently from an unrelated starting density and its energy evaluated term by term from (\ref{eq:E}). In all four the lowest $s$ and $p$ levels came out at $-1.742724$ and $-0.676762$ Ry, so no ghost lies below them, and the tail $-2Z_v/r$ was confirmed at one radius near $3$ bohr. In the order kinetic, $D^0$, local, Hartree, exchange-correlation,
\begin{align}
{\rm P1}:&\quad 11.69878-5.97276-58.22677+27.30153-6.32780=-31.5270\ {\rm Ry},\nonumber\\
{\rm P2}:&\quad 7.95483-5.42561-55.02997+27.30153-6.32780=-31.5270\ {\rm Ry}.\nonumber
\end{align}
The first three terms differ and the sums agree, as the raw-$Q$ limit requires. Formula (\ref{eq:Eref}), which uses only the all-electron eigenvalues and $\rho_{\rm ref}$, gives
\begin{align}
{\rm P1,P2}:&\quad -6.192495-27.301531+1.967012=-31.527014\ {\rm Ry},\nonumber\\
{\rm P3}:&\quad -6.192495-26.762734+1.924230=-31.030999\ {\rm Ry},\nonumber\\
{\rm P4}:&\quad -6.192495-32.861212+2.508914=-36.544793\ {\rm Ry},\nonumber
\end{align}
against the directly evaluated $-31.527014$, $-31.030998$ and $-36.544793$ Ry. From P2 to P4 the Hartree term rises by $32.86121-27.30153=5.55968$ Ry, while the $D^0$ term changes by $-5.62083+5.42561=-0.19522$ Ry, the local term by $-63.74894+55.02997=-8.71897$ Ry and $E_{xc}$ by $-7.99106+6.32780=-1.66326$ Ry; the four changes add to $-5.0178$ Ry. The offsets are $C=-31.527014+148.946154=117.419140$ Ry for P1 and P2, $117.915155$ Ry for P3 and $112.401361$ Ry for P4.

The tests are the ionisation to $2s^22p^3$, with all-electron $I=1.219877$ Ry, and the promotion to $2s^12p^5$, with all-electron value $1.068137$ Ry. For P4, $I=-35.257409+36.544793=1.287384$ Ry, an error of $1.287384-1.219877=+0.067507$ Ry. In Ry:

\begin{center}
\begin{tabular}{lrrrr}
 & $E_{\rm ref}$ & error of $I$ & error of promotion & $\eta$\\
P4 & $-36.5448$ & $+0.06751$ & $+0.01574$ & $1.0617$\\
P1 & $-31.5270$ & $+0.00539$ & $-0.00532$ & $0.9978$\\
P2 & $-31.5270$ & $+0.01547$ & $-0.00531$ & $1.0141$\\
P3 & $-31.0310$ & $+0.00778$ & $-0.00043$ & $1.0062$
\end{tabular}
\end{center}

The reference energies spread over $5.51379$ Ry ($75.02$ eV), the ionisation energies over $0.06212$ Ry and the promotion energies over $0.02106$ Ry. The lowest potential is the worst in both tests. P1 and P2 have the same energy and ionisation errors that differ by about a factor of three. Nor does higher mean better, since P1 lies below P3 and has the smaller maximum error.

One result might not be expected: P3, whose augmentation is smoothed, is more accurate than P2, whose reference density is the all-electron valence density itself. The values of $\eta$ account for the direction of the ionisation error only; the promotion error, which also involves the $s$ occupation, moves the other way, from $-0.00531$ to $-0.00043$ Ry, and is not explained by $\eta$. P2 overshoots the all-electron $\eta=0.9895$ Ry; the diffuse $Q$ lowers the repulsion, and so lowers $\eta$ from $1.0141$ to $1.0062$ Ry while raising $E_{\rm ref}$ by $0.49602$ Ry, with the opposite signs given by the rigid-orbital model. For the ionisation the gain is a partial cancellation of errors, and two tests are too few to show that it would persist elsewhere.

Janak's theorem was checked in two ways. A central difference of $E$ with step $h=0.01$ in $f_p$ gave $-0.676767$ Ry for P1 to P3 and $-0.676770$ Ry for P4; by (\ref{eq:taylor}) such a difference equals $\varepsilon_p+h^2\varepsilon_p''/6$, so the excess of $-8\times10^{-6}$ Ry for P4 over $-0.676762$ Ry implies $\varepsilon_p''\approx-0.5$ Ry. This agrees with (\ref{eq:taylor}) at $\Delta=-1$, where the remainder $I+\varepsilon_p-\frac12\eta=1.2874-0.6768-0.5309\approx0.080$ Ry, read as the cubic term $-\varepsilon_p''/6$, gives about $-0.48$ Ry. Gauss--Legendre integration of $-\varepsilon_p$ over $f_p$ from $3$ to $4$ gave $1.219877$ Ry for the all-electron atom and $1.287384$ Ry for P4, equal to the total-energy differences, although no total energy and hence no $C$ enters the integral. The second-order estimates $\frac12(\eta_{PS}-\eta_{AE})$ are $0.0042$, $0.0123$, $0.0084$ and $0.0361$ Ry for P1 to P4. They have the right sign and order of ranking, but for P4 the estimate is about half the true $0.0675$ Ry. Removing a whole electron is outside the range of the quadratic term; already for the all-electron atom $-\varepsilon_p+\frac12\eta=0.67676+0.49475=1.1715$ Ry falls short of $1.2199$ Ry. A potential should be tested at the finite changes it will meet.

Within P2, rotating the $2p$ orbital toward the next $p$ eigenfunction raised the energy by $2.8673\times10^{-4}$ Ry at $\theta=0.01$ and $1.1387\times10^{-3}$ Ry at $\theta=0.02$. The ratio $3.971$ is the factor $4$ of a quadratic minimum, modified by higher orders in $\theta$. These depend on the arbitrary sign of the second eigenfunction; the opposite rotation gives $4.006$. The second eigenfunction is not bound but is a state of the box, at $+0.035$ Ry here, so these digits belong to the $22$ bohr box: in a box of $36$ bohr the rise at $\theta=0.01$ is about $2.76\times10^{-4}$ Ry, some 4\% smaller, and the two ratios are $3.999$ and $3.984$. The quadratic rise does not depend on the box.

The mixed difference is $E_{\rm P4}({\rm O}^+)-E_{\rm P3}({\rm O})=-35.257409+31.030998=-4.22641$ Ry, in error by $-4.22641-1.219877=-5.44629$ Ry. By (\ref{eq:mol}) the error should be $C_4-C_3$ plus the transferability error of P4 for the ion: $112.401361-117.915155+0.067507=-5.44629$ Ry. Replacing P4 by a potential with the same offset and no transferability error would leave $-5.51379$ Ry of it in place.

\section{Required changes to the argument}

The ranking by total energy should be withdrawn and replaced by errors in differences against the all-electron atom computed with the same functional and the same treatment of spin and relativity. Every difference should be recomputed with one potential per element. Stored reference energies of atoms, molecules or bulk phases belong to the potential that produced them and must be regenerated when its augmentation functions, valence partition or core correction change, even if its eigenvalues and cutoff radii are unaltered, as the step from P2 to P4 shows for the augmentation functions.

\section*{Computed values}
\begin{verbatim}
1 Ry = 13.605693 eV; O atom Z=8, Zv=6, ref 2s2 2p4, box 22 bohr
AE: E = -148.946154 Ry, eps_s = -1.742724, eps_p = -0.676762 Ry
AE: sum f eps (valence) = -6.192495 Ry, eta_p = 0.9895 Ry
AE: I(2p) = 1.219877 Ry, promotion 2s->2p = 1.068137 Ry
P1: rc = 1.3 bohr, V0 = -2.0 Ry, Q = raw
  q_s,p = -0.01556 0.24838; B_s,p = -1.18037 -1.33388 Ry
  D_s,p = -1.15324 -1.50198; D0_s,p = -1.18081 -0.90279 Ry
  Vion(0.5005 bohr) = -12.55467 Ry; eps_s,p = -1.742724 -0.676762 Ry
  kin 11.69878 D0 -5.97276 loc -58.22677 H 27.30153 xc -6.32780 Ry
  -E_H = -27.301531, Exc-int(vxc n) = 1.967012 Ry
  E_ref direct -31.527014, formula -31.527014, C = 117.419140 Ry
  dE/df_p = -0.676767, eta_p = 0.9978, (eta-eta_AE)/2 = 0.0042 Ry
  E(O+) = -30.301748, I = 1.225266, error +0.005389 Ry
  promotion = 1.062817, error -0.005320 Ry
P2: rc = 1.6 bohr, V0 = -1.5 Ry, Q = raw
  q_s,p = 0.14874 0.38629; B_s,p = -1.34236 -1.05856 Ry
  D_s,p = -1.60157 -1.31999; D0_s,p = -1.35021 -0.68130 Ry
  Vion(0.5005 bohr) = -11.82640 Ry; eps_s,p = -1.742724 -0.676762 Ry
  kin 7.95483 D0 -5.42561 loc -55.02997 H 27.30153 xc -6.32780 Ry
  -E_H = -27.301531, Exc-int(vxc n) = 1.967012 Ry
  E_ref direct -31.527014, formula -31.527014, C = 117.419140 Ry
  dE/df_p = -0.676767, eta_p = 1.0141, (eta-eta_AE)/2 = 0.0123 Ry
  E(O+) = -30.291671, I = 1.235343, error +0.015466 Ry
  promotion = 1.062827, error -0.005310 Ry
P3: rc = 1.6 bohr, V0 = -1.5 Ry, Q = shaped, rQ = 1.6 bohr
  q_s,p = 0.14874 0.38629; B_s,p = -1.34236 -1.05856 Ry
  D_s,p = -1.60157 -1.31999; D0_s,p = -1.35338 -0.67541 Ry
  Vion(0.5005 bohr) = -11.61796 Ry; eps_s,p = -1.742724 -0.676762 Ry
  kin 7.95483 D0 -5.40839 loc -54.14433 H 26.76273 xc -6.19584 Ry
  -E_H = -26.762734, Exc-int(vxc n) = 1.924230 Ry
  E_ref direct -31.030998, formula -31.030999, C = 117.915155 Ry
  dE/df_p = -0.676767, eta_p = 1.0062, (eta-eta_AE)/2 = 0.0084 Ry
  E(O+) = -29.803344, I = 1.227655, error +0.007778 Ry
  promotion = 1.067705, error -0.000431 Ry
P4: rc = 1.6 bohr, V0 = -1.5 Ry, Q = shaped, rQ = 0.7 bohr
  q_s,p = 0.14874 0.38629; B_s,p = -1.34236 -1.05856 Ry
  D_s,p = -1.60157 -1.31999; D0_s,p = -1.37053 -0.71994 Ry
  Vion(0.5005 bohr) = -13.61250 Ry; eps_s,p = -1.742724 -0.676762 Ry
  kin 7.95483 D0 -5.62083 loc -63.74894 H 32.86121 xc -7.99106 Ry
  -E_H = -32.861212, Exc-int(vxc n) = 2.508914 Ry
  E_ref direct -36.544793, formula -36.544793, C = 112.401361 Ry
  dE/df_p = -0.676770, eta_p = 1.0617, (eta-eta_AE)/2 = 0.0361 Ry
  E(O+) = -35.257409, I = 1.287384, error +0.067507 Ry
  promotion = 1.083876, error +0.015740 Ry
Janak integral I: AE 1.219877 Ry, P4 1.287384 Ry
P2 rise: theta 0.01 -> 2.8673e-04 Ry, 0.02 -> 1.1387e-03 Ry, ratio 3.971
spread: E_ref 5.51379 Ry (75.02 eV), I 0.06212 Ry, promotion 0.02106 Ry
max |error| Ry: P1 0.00539 P2 0.01547 P3 0.00778 P4 0.06751
lower in energy yet less accurate: P2<P3 P4<P1 P4<P2 P4<P3
E_ref(P3)-E_ref(P2) = 0.49602 Ry, P4-P2 = -5.01778 Ry
mixed 'I' = E_P4(O+) - E_P3(O) = -4.22641 Ry, error -5.44629 Ry
\end{verbatim}
